# Probability That a Chip of Ten Billion Contacts Has No Failure

## Problem

A chip carries $N=10^{10}$ contacts, each printed by exposing a small patch of resist. Any one contact fails with probability $p=10^{-10}$, and the contacts fail independently of one another. The chip is good if none of its contacts has failed.

(a) What is the probability $Y$ that a chip is good? Estimate the error of any approximation you make.

(b) What are the probabilities of one failed contact and of two or more? Reconcile them with the mean number of failures per chip.

(c) What failure probability per contact would make 99 percent of the chips good?

## Hints

1. "No contact has failed" means that the first has survived, and the second, and so on. What does independence do to the probabilities of such a chain of conditions?
2. A number very close to 1, raised to a very large power, is easier to handle through its logarithm.
3. To bound $\ln(1-p)$, write it as an integral of $1/(1-t)$ and ask how large and how small the integrand can be.
4. For one failure, first fix which contact fails, then count the choices.
5. For part (c), solve the formula of part (a) for $p$ before inserting numbers.

## Solution

### (a) No failed contact

One contact survives with probability $1-p$. For independent events the probability that all of them happen is the product of their probabilities. There are $N$ equal factors, so

$$Y=(1-p)^N,\qquad \ln Y=N\ln(1-p).$$

The derivative of $-\ln(1-t)$ is $1/(1-t)$, and $\ln 1=0$. Therefore

$$-\ln(1-p)=\int_0^p\frac{dt}{1-t}.$$

For $0<t<p$ the integrand lies between $1$ and $1/(1-p)$. The interval has length $p$, so

$$p<-\ln(1-p)<\frac{p}{1-p}.$$

Multiplication by $-N$ reverses the inequalities, and the exponential function preserves their order:

$$e^{-Np/(1-p)}<Y<e^{-Np}.$$

Here $Np=10^{10}\times10^{-10}=1$. The two exponents differ by

$$\frac{Np}{1-p}-Np=\frac{Np^2}{1-p}\approx10^{-10},$$

so the bounds almost coincide, and

$$Y\approx e^{-1}=0.3679.$$

About 37 percent of the chips are good.

To find the error itself, expand the integrand as $1/(1-t)=1+t+t^2+\dots$ and integrate term by term:

$$\ln(1-p)=-p-\frac{p^2}{2}-\frac{p^3}{3}-\dots$$

Multiplying by $N$ and moving the first term to the left gives

$$\ln\frac{Y}{e^{-Np}}=-\frac{Np^2}{2}-\frac{Np^3}{3}-\dots$$

When the right side is small, $e^x-1\approx x$ gives

$$\frac{Y}{e^{-Np}}-1\approx-\frac{Np^2}{2}=-5\times10^{-11}.$$

This error is relative to $e^{-Np}$. Raising $1-p$ to the power $N$ by repeated multiplication, with 50 digits carried, gives the same deviation.

The condition for a small relative error in $Y$ is that $Np^2$ be small. A small $p$ is not sufficient: if $N=1/p^2$, the leading correction multiplies $e^{-Np}$ by $e^{-1/2}$, however small $p$ is. In that case, for small $p$, $Y\approx e^{-1/p-1/2}$ is itself extremely small, so the absolute error remains negligible.

Two limits show what the formula says. If $Np\ll1$, then $Y\approx1-Np$, and the fraction of bad chips is nearly the mean number of failures. If $Np\gg1$, good chips become exponentially rare. The present case lies between these limits.

Independence matters as much as the value of $p$. Without it, two statements survive. A good chip needs its first contact to survive, so $Y\le1-p$. The probability of at least one failure cannot exceed the sum of the individual failure probabilities, so $Y\ge1-Np$. For $Np=1$ these bounds leave the range

$$0\le Y\le1-p.$$

Both ends can occur. If all contacts fail together or not at all, $Y=1-p$, which is almost 1. If each chip has one failed contact, at a random place, then each contact still fails with probability $1/N=p$, but $Y=0$. The value $e^{-1}$ therefore comes from $p$ and independence together.

### (b) One failure, and more than one

Choose the contact that fails. It fails with probability $p$, and the other $N-1$ survive with probability $(1-p)^{N-1}$. The $N$ possible choices exclude one another, so their probabilities add:

$$P_1=Np(1-p)^{N-1}=\frac{Np}{1-p}\,Y.$$

With $Np=1$ the factor in front of $Y$ is $1/(1-p)$, which exceeds 1 by about $10^{-10}$. Hence $P_1\approx e^{-1}=0.3679$ as well. What remains is

$$P_{\ge2}=1-Y-P_1\approx1-\frac{2}{e}=0.2642.$$

For the mean number of failures, assign each contact the number 1 if it fails and 0 if it survives. The mean of this number is $1\times p+0\times(1-p)=p$. The mean of a sum is the sum of the means, so the mean number of failures is $Np=1$.

This mean of 1 is an average over unlike chips. The good chips contribute nothing to it, and those with one failure contribute $0.3679$. The remaining $1-0.3679=0.6321$ comes from the chips with two or more failures. These make up a fraction $0.2642$ of all chips and so have on average $0.6321/0.2642\approx2.4$ failures each. Because some chips collect several failures, others can have none.

### (c) The failure probability for 99 percent good chips

Taking the logarithm of $Y=(1-p)^N$ and dividing by $N$ gives $\ln(1-p)=(\ln Y)/N$. Hence

$$p=1-e^{-x},\qquad x=-\frac{\ln Y}{N}.$$

Since $x$ is tiny, $1-e^{-x}=x-x^2/2+\dots\approx x$, with a relative correction of about $x/2$. For $Y=0.99$,

$$p\approx-\frac{\ln0.99}{10^{10}}=1.005\times10^{-12}.$$

The failure probability of each contact must be about one hundred times smaller than before. The mean number of failures is then $Np\approx0.01$, in line with the limit $Y\approx1-Np$.

## Variation 1: the failure probability comes from photon noise

**Question.** Suppose a contact fails if it absorbs fewer than $T=600$ photons. The contact is a square of side $a=200$ angstrom, and each photon has energy $E=92$ eV. The absorbed number is Poisson distributed with mean $m$, which is proportional to the dose. Which $m$ gives $p=10^{-10}$? What happens to $Y$ if the dose is one percent lower or higher, and what dose gives $Y=0.99$?

**Solution.** First check that independence holds in this model. Let the total number $M$ of photons absorbed in all contacts be Poisson distributed with mean $\Lambda$, and let each photon land in contact $i$ with probability $q_i$, independently of the others, where $\sum_iq_i=1$. For counts $n_i$ with $\sum_in_i=M$, the joint probability is

$$e^{-\Lambda}\frac{\Lambda^M}{M!}\;\frac{M!}{\prod_in_i!}\prod_iq_i^{n_i}
=\prod_i e^{-\Lambda q_i}\frac{(\Lambda q_i)^{n_i}}{n_i!}.$$

The factor $M!$ cancels, $\Lambda^M=\prod_i\Lambda^{n_i}$, and $e^{-\Lambda}=\prod_ie^{-\Lambda q_i}$. The result is a product of separate Poisson probabilities, so the counts are independent. In a simulation of 20000 small chips with 50 contacts each, a mean of 20 photons per contact and a threshold of 11, the fraction of good chips was $0.584$. The product rule gives $0.581$, and the standard error is $0.0035$.

Write $P_n=e^{-m}m^n/n!$. The failure probability is

$$p(m)=\sum_{n=0}^{T-1}P_n.$$

Differentiating one term with $n\ge1$ by the product rule gives

$$\frac{dP_n}{dm}=-e^{-m}\frac{m^n}{n!}+e^{-m}\frac{m^{n-1}}{(n-1)!}=P_{n-1}-P_n,$$

while $dP_0/dm=-P_0$. In the sum, neighbouring terms cancel and one remains:

$$\frac{dp}{dm}=-P_{T-1}.$$

Thus $p$ falls steadily as $m$ grows, and the equation $p(m)=10^{-10}$ has one solution. A numerical root search gives $m=769.2$. The mean absorbed energy per area is

$$\frac{mE}{a^2}=\frac{769.2\times92}{200^2}=1.769\ \text{eV/angstrom}^2.$$

This is about $2.8$ mJ/cm$^2$ of absorbed energy. The incident dose is larger, because a resist film absorbs only part of the light.

The size of the noise follows from the Poisson average of $n(n-1)$:

$$\langle n(n-1)\rangle=\sum_{n\ge2}e^{-m}\frac{m^n}{(n-2)!}=m^2.$$

The variance is therefore $\langle n^2\rangle-m^2=(m^2+m)-m^2=m$. The relative noise is $1/\sqrt m=3.6$ percent. The threshold lies 22 percent below the mean, about six standard deviations away. Such a shortage of photons is very rare in one contact, but the chip offers $10^{10}$ opportunities for it.

The sensitivity to dose is

$$\frac{d\ln p}{d\ln m}=\frac{m}{p}\frac{dp}{dm}=-\frac{mP_{T-1}}{p}=-173.6.$$

Its size can be understood from the ratio $P_{n-1}/P_n=n/m$. Going down from $n=T-1$, each term of the sum is at most $r=(T-1)/m$ times the one before. Since $r<1$, comparison with a geometric series gives

$$p<\frac{P_{T-1}}{1-r},\qquad \frac{mP_{T-1}}{p}>m(1-r)=m-T+1=170.2.$$

The sensitivity is thus at least the distance, counted in photons, from the mean down to the largest failing count, and here it is close to that bound.

One percent less dose raises $p$ to $5.51\times10^{-10}$, so that

$$Y\approx e^{-5.51}=0.0041.$$

One percent more dose lowers $p$ to $1.71\times10^{-11}$, and

$$Y\approx e^{-0.171}=0.843.$$

The change in $p$ is a factor between 5 and 6 either way. Because $Np$ stands in the exponent of $Y$ and equals 1 at the original dose, this factor decides whether most chips are good or nearly all are bad.

For $Y=0.99$, part (c) requires $p=1.005\times10^{-12}$. The root search then gives $m=788.8$, a dose increase of 2.5 percent.

These numbers belong to a model with a sharp photon threshold. It leaves out electron blur, the randomness of the resist chemistry and all other causes of failure, so the dose is illustrative and is not a prediction for a real process. In particular, more dose always helps in this model, whereas real contacts also fail from overexposure, for example by merging with a neighbour, so the usable dose is limited from above as well.

## Variation 2: the dose differs from chip to chip

**Question.** Keep the model of Variation 1. Half of the chips receive one percent less than the dose for $p=10^{-10}$, and half receive one percent more. What fraction of all chips is good? Can it be found from the average failure probability?

**Solution.** Within each group the contacts are independent and share one value of $p$, so the earlier formula applies to each group. The fraction of good chips is the average of the two yields:

$$\bar Y=\frac{0.0041+0.8426}{2}=0.423.$$

The average failure probability is

$$\bar p=\frac{5.51\times10^{-10}+0.171\times10^{-10}}{2}=2.84\times10^{-10},$$

and inserting it into the formula would give $e^{-2.84}=0.058$, far too low. To see why, set $x=Np_{\text{low}}$ and $y=Np_{\text{high}}$, where the labels refer to the dose. Expanding the square on the right verifies that

$$\frac{e^{-x}+e^{-y}}{2}-e^{-(x+y)/2}=\frac12\left(e^{-x/2}-e^{-y/2}\right)^2\ge0.$$

Within the approximation $Y\approx e^{-Np}$, the average yield is therefore at least the yield computed from the average $p$. They agree when $x=y$.

The physical reason is that failures gather on the underexposed chips. If a given contact on a randomly chosen chip has failed, the probability that the chip belongs to the low-dose group is

$$\frac{5.51}{5.51+0.171}=0.97.$$

One failure thus makes others on the same chip more likely. Across the whole population the failures are not independent, although they are independent at a given dose.

The value $0.058$ answers a different question. If half of the contacts on every chip received the low dose and half the high dose, then

$$Y=(1-p_{\text{low}})^{N/2}(1-p_{\text{high}})^{N/2}\approx e^{-N\bar p}=0.058.$$

At this middle dose, a spread of one percent within each chip therefore gives a much lower yield than the same spread between chips. If $Np$ is small at both doses, the two yields nearly agree, because each is then close to $1-N\bar p$.

The average of $0.423$ also exceeds the $0.368$ found when every chip receives the middle dose. This is not a general benefit of an uneven dose. Take the dose for $Y=0.99$, with $m=788.8$, and let half of the chips fall to $m=769.2$, where $Y=0.368$. Even if all the other chips were good, the average could not exceed $(0.368+1)/2=0.684$. Here the yield of the chips that lose dose falls by $0.62$, while that of the others can rise by at most $0.01$.

## Table of computed values

```
number of contacts N: 1.0e+10
failure probability p: 1.0e-10
mean number of failures N p: 1.0000
probability of no failure: 0.36787944
exp(-N p): 0.36787944
probability of no failure: 36.79 percent
relative error of direct over exponential: -5.0000e-11
predicted relative error -N p^2/2: -5.0000e-11
probability of exactly one failure: 0.367879
probability of two or more failures: 0.264241
wanted yield: 0.99
p needed for wanted yield: 1.00503e-12
simulation, contacts per chip: 50
simulation, number of chips: 20000
simulation, mean photons per contact: 20.0
simulation, threshold photons: 11
simulation, p of one contact: 0.010812
simulation, counted yield: 0.5839
simulation, product-rule yield: 0.5807
simulation, standard error: 0.0035
contact side: 200.0 angstrom
photon energy: 92.0 eV
threshold T: 600 absorbed photons
mean absorbed photons m for p: 769.207
relative photon noise 1/sqrt(m): 3.606 percent
absorbed energy per area: 1.7692 eV/angstrom^2
d ln p / d ln m: -173.559
p at 1 percent lower dose: 5.5087e-10
yield at 1 percent lower dose: 0.004051
p at 1 percent higher dose: 1.7127e-11
yield at 1 percent higher dose: 0.842592
average p of the two doses: 2.8400e-10
average yield of the two doses: 0.423322
yield computed from average p: 0.058427
mean photons for wanted yield: 788.773
dose increase for wanted yield: 2.544 percent
```
